# How Diamagnetism Reorganizes Highly Excited Hydrogen: Field Scales at 6 Tesla

A hydrogen atom in its ground state hardly notices a 6 T laboratory magnet. If the atom is excited to higher and higher levels in the same magnet, its orbit grows, its binding weakens and its levels crowd together, until the field can no longer be treated as a small correction. This happens in stages: the field can mix angular momenta inside a shell, push neighbouring shells into each other, and finally compete with the nucleus. At which principal quantum number $n$ does each stage begin?

The electron is treated without spin or relativity, and the nucleus is fixed. Atomic units are used. The unit of magnetic field is $\hbar/(ea_0^2)=2.3505\times10^5$ T, so 6 T is

$$B=\frac{6}{2.3505\times10^{5}}=2.553\times10^{-5}.$$

## The estimate

The diamagnetic energy is of order $B^2r^2$, and a state of shell $n$ has size $r\sim n^2$. Its diamagnetic energy is therefore of order $B^2n^4$, which must be set against three other energies.

- **Splitting of different $l$.** In pure nonrelativistic hydrogen this is zero, so $l$ mixing needs no minimum field. If something else, such as an ionic core, splits the $l$ levels by $\delta/n^3$, then $B^2n^4\sim\delta n^{-3}$ gives $B\sim\sqrt\delta\,n^{-7/2}$.
- **Distance between shells.** This is $n^{-3}$, the derivative of $-1/(2n^2)$. Equality gives $B\sim n^{-7/2}$.
- **Coulomb energy.** This is of order $n^{-2}$. Equality gives $B\sim n^{-3}$.

With all coefficients set to one, 6 T corresponds to $n=B^{-2/7}=20.5$ for shell overlap and $n=B^{-1/3}=34.0$ for the contest with the Coulomb force. The coefficients now have to be found, and the phrase "of order" replaced by definite criteria.

## The Hamiltonian at fixed $m$

For a field along $z$ take $\mathbf A=\tfrac B2(-y,x,0)$. The electron has charge $-1$, so

$$H=\tfrac12(\mathbf p+\mathbf A)^2-\frac1r .$$

Since $\nabla\cdot\mathbf A=0$, the cross terms combine into $\mathbf A\cdot\mathbf p=\tfrac B2(xp_y-yp_x)=\tfrac B2L_z$. The square is $\tfrac12A^2=\tfrac{B^2}{8}(x^2+y^2)$. With $\rho^2=x^2+y^2=r^2\sin^2\theta$,

$$H=\frac{p^2}{2}-\frac1r+\frac B2L_z+\frac{B^2}{8}\rho^2 .$$

Every term commutes with $L_z$ and with inversion. States of different $m$ or different parity $(-1)^l$ therefore never mix, and at fixed $m$ the linear term is a constant $Bm/2$. I take $m=0$, where this constant vanishes, and even $l$.

Classically, $L_z=0$ means that the azimuth advances at the steady rate $\partial H/\partial L_z=B/2$. In a frame turning at this rate the electron stays in a plane containing the $z$ axis. If $x$ is the coordinate across the axis in that plane, the potential is $-1/r+B^2x^2/8$, and the field acts through the force $-B^2x/4$ towards the axis.

## The spread of one shell

In first order, the diamagnetic energies of a shell are the eigenvalues of $\tfrac{B^2}{8}\rho^2$ within its degenerate states. For large $n$ they follow from averaging $\rho^2$ over a Kepler ellipse. The electron runs round the ellipse quickly, while the ellipse changes its shape and direction slowly, with the averaged perturbation as its Hamiltonian. The eigenvalues then fill the range of the average, up to corrections of relative order $1/n$.

Let the ellipse have semi-major axis $a$ and eccentricity $e$. Its energy $-1/(2a)=-1/(2n^2)$ gives $a=n^2$. Measured from the nucleus, the coordinates along the major and minor axes are

$$X=a(\cos u-e),\qquad Y=a\sqrt{1-e^2}\,\sin u,$$

and equal times carry the weight $(1-e\cos u)\,du/2\pi$. For the major axis the integrand is

$$(\cos u-e)^2(1-e\cos u)=(1+2e^2)\cos^2u+e^2-e\cos^3u-(2e+e^3)\cos u .$$

Odd powers of the cosine average to zero and $\cos^2u$ averages to $\tfrac12$. Hence

$$\langle X^2\rangle=a^2\left(\tfrac12+2e^2\right),\qquad \langle Y^2\rangle=\tfrac{a^2}{2}(1-e^2),\qquad \langle XY\rangle=0,$$

the last because $XY$ is odd in $u$.

If the major axis makes an angle $\beta$ with the field, the distance across the axis is $x=X\sin\beta+Y\cos\beta$. Therefore

$$\frac{\langle\rho^2\rangle}{n^4}=\left(\tfrac12+2e^2\right)\sin^2\beta+\frac{1-e^2}{2}\cos^2\beta=\frac{1-e^2}{2}+\frac{5e^2}{2}\sin^2\beta .$$

Both terms of the last form are non-negative, and both vanish for $e=1$, $\beta=0$: a needle-shaped orbit along the field, which has no extent across it. At given $e$ the largest value, $\tfrac12+2e^2$, occurs at $\beta=\pi/2$. It reaches $\tfrac52$ at $e=1$, a needle perpendicular to the field. The shell therefore spreads upward from its field-free energy by

$$S=\frac{B^2}{8}\cdot\frac52\,n^4=\frac{5}{16}B^2n^4 .$$

The quantum spread at finite $n$ comes from diagonalizing $\rho^2$ among the hydrogen functions of one shell, with the matrix elements found by Gaussian quadrature. The lowest and highest eigenvalues, divided by $n^4$, are 0.213 and 2.293 for $n=10$, 0.109 and 2.392 for $n=20$, and 0.055 and 2.445 for $n=40$. A quadratic in $1/n$ through these values extrapolates to 0.000 and 2.500. The lowest value halves when $n$ doubles, so the lowest diamagnetic energy grows as $n^3$, not as $n^4$.

## Mixing of $l$

The averaged energy depends on $\beta$ as well as on $e$. The field thus exerts a torque on the ellipse, and $L=n\sqrt{1-e^2}$ is not conserved. In quantum terms, $\rho^2$ connects $l$ with $l\pm2$. The smallest case is $3s$ with $3d$ at $m=0$. The radial functions are proportional to $(27-18r+2r^2)e^{-r/3}$ and $r^2e^{-r/3}$. With $y=2r/3$, their matrix element of $r^2$ is proportional to

$$\int_0^\infty y^6\left(27-27y+\tfrac92y^2\right)e^{-y}dy=6!\,(27-189+252)\neq0 .$$

The angular factor is also nonzero, because $\sin^2\theta$ contains a part with the shape of $Y_{20}$.

Inside a degenerate shell the whole perturbation is $B^2$ times a fixed matrix. The field strength scales the eigenvalues and leaves the eigenvectors alone, so $l$ is mixed as thoroughly by a weak field as by a stronger one, as long as other shells can be ignored. For $n=20$, no eigenstate contains more than 0.368 of the $s$ state, whatever the field. What a weak field lacks is speed. The averaged torque is of order $B^2n^4$, so $l$ changes by a unit or two over times of order $1/(B^2n^4)$; since $L$ ranges over values of order $n$, the ellipse changes its shape appreciably only over times of order $1/(B^2n^3)$. The mixing shows only if the state lives long enough for this.

A threshold appears when the degeneracy is lifted. Suppose a core gives the $s$ level a small quantum defect $\delta$:

$$-\frac{1}{2(n-\delta)^2}\approx-\frac1{2n^2}-\frac{\delta}{n^3}.$$

Let the other levels and all matrix elements of $\rho^2$ stay hydrogenic. Setting $S=\delta/n^3$ defines

$$B_l=\sqrt{\frac{16\,\delta}{5}}\;n^{-7/2}.$$

To see that this marks the crossover for every large $n$, write $B=xB_l$ and divide the Hamiltonian within the shell by $\delta/n^3$. Because $\tfrac18\cdot\tfrac{16}{5}=\tfrac25$, the result is

$$\frac{2x^2}{5}\,\frac{\rho^2}{n^4}-|s\rangle\langle s| ,$$

which contains neither $\delta$ nor $B$ separately. Diagonalizing it for $n=20$ gives the largest share of the $s$ state found in any one eigenstate: 0.994 at $x=0.5$, 0.880 at $x=1$, 0.525 at $x=1.41$ and 0.164 at $x=2$. For $n=40$ and $x=1$ the share is 0.879, practically unchanged. The $s$ state thus loses its identity between one and two times $B_l$. The share at $x=2$ lies below the pure-hydrogen value of 0.368, to which it must return at large $x$, where the core term becomes negligible. The approach to the hydrogenic limit is therefore not monotonic.

## Overlap of adjacent shells

The field-free distance between neighbouring shells is

$$\frac1{2n^2}-\frac1{2(n+1)^2}=\frac{2n+1}{2n^2(n+1)^2}=\frac1{n^3}\left(1-\frac{3}{2n}+\dots\right).$$

At leading order the bottom of each shell stays where it was, while the top rises by $S$. The top of shell $n$ meets the bottom of shell $n+1$ when $S=n^{-3}$:

$$\frac5{16}B^2n^4=\frac1{n^3}\quad\Longrightarrow\quad B_n=\sqrt{\frac{16}{5}}\;n^{-7/2}=1.789\,n^{-7/2}.$$

This step uses first-order energies at a field where they equal the level spacing, which looks unsafe. A single second-order term, with a coupling of order $B^2n^4$ and a denominator $n^{-3}$, is of order $B^4n^{11}$, as large as the first-order energy itself. Classical scaling shows that the sum of such terms is smaller. Put $r=n^2r'$ and $p=p'/n$. Then

$$H=\frac1{n^2}\left[\frac{p'^2}{2}-\frac1{r'}+\frac{(Bn^3)^2}{8}\rho'^2\right],$$

so at leading order in large $n$ the energies are $n^{-2}$ times a series in $(Bn^3)^2$. The second term of the series is of order $B^4n^{10}$. The larger contributions from shells above and below must cancel, since their denominators have opposite signs. Relative to $S$ the correction is of order $B^2n^6$, which is $3.2/n$ at overlap. The coefficient $\sqrt{16/5}$ is thus the correct large-$n$ limit, approached with corrections of relative order $1/n$.

The cancellation concerns energies. Near $B_n$ the wave functions at the top of a shell already contain neighbouring shells appreciably, because coupling and spacing are then comparable. Those at the bottom hardly extend across the field and stay close to a single field-free shell. For the upper states, the scale $n^{-7/2}$ thus marks both the overlap of the energies and the point at which a wave function is no longer built from one shell alone.

A diagonalization that includes many shells gives the contact directly. The basis consists of functions $r^le^{-r/n}$ times Laguerre polynomials, with even $l$ reaching beyond $n$. The field is raised until the gap between the top of shell $n$ and the bottom of shell $n+1$ falls below $10^{-3}n^{-3}$. Levels of the same $m$ and parity in general repel rather than cross; the calculation shows only that any avoided crossing here is narrower than this bound. The contact lies at $Bn^{7/2}=1.987$ for $n=10$, 1.919 for $n=14$ and 1.875 for $n=20$. A quadratic in $1/n$ through these three points has the limit 1.795, which is 0.3 percent above 1.789.

The excess at finite $n$ can be traced for $n=20$, where the contact lies 4.8 percent above the limit. The true spacing is $41\times20^3/(2\times20^2\times21^2)=0.930$ in units of $n^{-3}$, which favours earlier contact. The shell's top is at 2.392 instead of 2.5. The bottom of shell 21, by the $n^3$ growth, is at about $0.109\times(21/20)^3=0.126$ on the same scale. These two changes delay contact. Together, first order gives

$$Bn^{7/2}\approx\sqrt{\frac{8\times0.930}{2.392-0.126}}=1.81 ,$$

about 1 percent above the limit. The remaining difference from 1.875, some 3 to 4 percent, belongs to terms beyond first order.

### Two cases where the criterion does not apply

Levels of different $m$ overlap earlier. The linear term places the top of shell $n$ at $+B(n-1)/2$ and the bottom of shell $n+1$ at $-Bn/2$, relative to their centres. They meet when $B(2n-1)/2\approx Bn=n^{-3}$, that is, at $B=n^{-4}$. These levels cross without mixing, because $L_z$ is conserved.

The circular state $m=n-1$ is alone in its shell for that $m$: it has no partner with which to mix $l$, and no spread. Its orbit has $\rho=n^2$, so its first-order shift is about $B^2n^4/8$. The state of shell $n+1$ with the same $m$ and parity is larger and rises faster. In first order the two separate instead of meeting. The overlap field therefore describes states of low $|m|$.

## Rivalry with the Coulomb force

In the plane $z=0$ the ratio of the two forces is

$$\frac{B^2r/4}{1/r^2}=\frac{B^2r^3}{4}.$$

It depends steeply on where in the orbit it is taken. At the mean scale $r=n^2$ it equals one for $B=2n^{-3}$. At $r=2n^2$, the far end of a needle orbit without the field, it equals one for $B=n^{-3}/\sqrt2$. The field itself draws this end inward, so for the actual orbit across the field this value is only a scale. A third criterion compares frequencies: the cyclotron frequency is $B$, the Kepler frequency is $n^{-3}$, and they agree at $B=n^{-3}$.

A fourth criterion asks when the field lifts a state through the field-free ionization threshold $E=0$. Take the needle orbit perpendicular to the field, the top of the shell. When the field rises slowly its radial action

$$n=\frac1\pi\int_0^R\sqrt{2\left(E+\frac1r-\frac{B^2r^2}{8}\right)}\,dr$$

is conserved, where $R$ is the outer turning point. At $E=0$ this point obeys $R^3=8/B^2$. With $r=Rt$ the root becomes $\sqrt{2(1-t^3)/(Rt)}$, and $\sqrt{2R}=2B^{-1/3}$. Substituting $v=t^3$ then gives

$$n=\frac{2B^{-1/3}}{\pi}\int_0^1\sqrt{\frac{1-t^3}{t}}\,dt=\frac{2B^{-1/3}}{3\pi}\int_0^1v^{-5/6}(1-v)^{1/2}dv .$$

The last integral is the beta function $\mathrm B(\tfrac16,\tfrac32)$, and cubing gives $Bn^3=1.559$. This treats motion within the plane alone, where the field keeps the electron confined. Along the field nothing holds it once $E>0$ (in quantum mechanics once $E>B/2$, the zero-point energy of the cyclotron motion). The orbit also becomes unstable against leaving the plane from $Bn^3\approx1.25$ upward, and just above threshold a slightly tilted orbit can escape along the axis. The number 1.559 is therefore a scale for the planar orbit, not the field up to which the top of the shell survives as such an orbit.

All four criteria share the power $n^{-3}$ for one reason. In the scaled Hamiltonian above, the field enters through $Bn^3$ alone. Any classical criterion that compares the two forces must take the form $Bn^3=c$, and different questions change only the number $c$. Shell spacing is a quantum quantity, smaller than the binding energy by a factor of order $1/n$, and this is why overlap follows another power.

## Comparison at 6 tesla

Solving each criterion for $n$ at $B=2.553\times10^{-5}$ gives:

| Criterion | $n$ at 6 T |
|---|---|
| $l$ mixing, pure hydrogen | any $n\ge3$ |
| $l$ mixing, $\delta=0.01$ | 12.6 |
| Linear overlap, different $m$ | 14.1 |
| Shell overlap, $B=n^{-7/2}$ | 20.5 |
| Shell overlap, $B=1.789\,n^{-7/2}$ | 24.2 |
| Equal forces at $r=2n^2$ | 30.3 |
| Equal frequencies | 34.0 |
| Needle orbit lifted to $E=0$ | 39.4 |
| Equal forces at $r=n^2$ | 42.8 |

For the overlap the arithmetic is $n=(1.789/2.553\times10^{-5})^{2/7}=24.2$. The many-shell diagonalization puts the contact of shells 24 and 25 at 6.45 T and that of shells 25 and 26 at 5.58 T. At 6 T, then, shells 25 and 26 overlap, while 24 and 25 do not quite. The first-order formula is right to within one shell. The bare estimate is about four shells too low, because it omits the factor 1.789.

The energies show how abruptly the change comes. At $n=10$ the spread $S$ is 0.45 cm⁻¹ against a spacing $n^{-3}$ of 219 cm⁻¹. At $n=20$ the figures are 7.2 and 27.4 cm⁻¹, and at $n=24$ they are 14.8 and 15.9 cm⁻¹. Their ratio grows as $n^7$. By $n=34$ the first-order spread, 60 cm⁻¹, would cover more than ten spacings of 5.6 cm⁻¹. There $Bn^3=1$, so this figure is an order of magnitude and no longer a prediction of level positions.

The value $\delta=0.01$ is a round model parameter. Since $n$ varies as $\delta^{1/7}$, it need not be known well. The same weak dependence gives a rough idea of where real hydrogen departs from the degenerate model. Relativistic shifts arise mainly near the nucleus, where a low-$l$ electron is found with probability of order $n^{-3}$; they are of order $\alpha^2/n^3$, with $\alpha$ the fine-structure constant. Putting $\delta=\alpha^2=5.3\times10^{-5}$ gives $n\approx6$ at 6 T. The actual splitting of $s$ from $d$ is nearer $0.3\,\alpha^2/n^3$, which moves the crossover to $n\approx5$. By $n\approx10$ the largest $s$ share lies within about 0.01 of the degenerate value. Near and below the crossover the relativistic shifts must be included; spin–orbit coupling matters little for $m=0$ at 6 T, because the field has decoupled the spin.

At fixed $n$, the equal-frequency field exceeds the overlap field by the factor $\sqrt n/1.789$. This is 2.7 at $n=24$ and grows slowly. There is thus a range of fields in which shells of the same $m$ overlap although the Coulomb force still dominates. At 6 T it begins at $n\approx25$ and ends between $n\approx30$ and $n\approx43$, depending on which measure of rivalry is chosen.
